Inverse-square electron cooling by Maxwellian wall loss in an afterglow

**1. Result and conventions**

After the power is switched off, a uniform quasineutral plasma that loses Maxwellian electrons to its walls cools as

T(t) = T0 / (1 + bt)²   (1)

and its density falls as

n(t) = n0 / (1 + bt)^p.   (2)

The constants are

ψ = ½ ln(M/2π) − ln s
ν0 = (s/L) √(T0/M)
b = (ψ + ½) ν0 / 3
p = 3 / (ψ + ½).   (3)

The algebra uses atomic units, with electron mass and charge equal to 1. T is the electron temperature expressed as an energy, n the electron density, M the ion mass in electron masses, and L = V/A the plasma volume divided by the absorbing wall area. For a slab with two absorbing faces, L is half the width. The number s is the ion-loss coefficient: ions leave with flux s n √(T/M). The wall potential retards electrons by an energy ψT.

The result belongs to a model with these assumptions:

- The bulk has uniform density and temperature. The retarding potential drop lies in a thin layer at the wall.
- Electrons have no collisions with heavy particles that take energy, ionize, or remove electrons. There is no heating, and the walls emit no electrons.
- Electron-electron collisions keep the distribution Maxwellian. They conserve the number and total energy of the electrons, so they add no term to the balances below. They cannot be omitted, because the wall selects fast electrons.
- The ions are cold and singly charged, and s is constant in time. Friction of ions on the gas is allowed; it is not a direct energy loss of the electrons.

**2. What one lost electron costs**

Let vz be the velocity component towards the wall. Its Maxwellian distribution is

f(vz) = n (2πT)^(−1/2) exp(−vz²/2T).

An electron crosses the layer if vz²/2 exceeds ψT, that is, if vz > vc = √(2ψT). The electron flux is therefore

Γ = ∫ from vc to ∞ of vz f(vz) dvz.

Put w = vz²/2, so that vz dvz = dw. Then

Γ = n (2πT)^(−1/2) ∫ from ψT to ∞ of exp(−w/T) dw
  = n (2πT)^(−1/2) T exp(−ψ)
  = n √(T/2π) exp(−ψ).   (4)

The escaping electrons have normal energies w distributed as exp(−w/T) above ψT, so their mean normal energy is ψT + T. The two transverse directions are not filtered and contribute T/2 each. The mean energy removed from the bulk per lost electron is

ε = ψT + T + T = (2 + ψ) T.   (5)

Of this, 2T arrives at the wall as kinetic energy, and ψT is given up to the field of the layer, which passes it to the ions. Both parts are lost to the electron gas. Electrons that are reflected return with the energy they had, provided the barrier changes little during one reflection.

**3. Why the barrier scales with temperature**

The plasma stays quasineutral only if electrons and ions leave at equal rates:

n √(T/2π) exp(−ψ) = s n √(T/M).

Density and √T cancel, leaving

exp(−ψ) = s √(2π/M).   (6)

The negative logarithm gives ψ in (3). Hence ψ is constant during the decay, while the barrier energy ψT falls in proportion to T. If the barrier energy stayed fixed at a value E instead, the electron flux would contain the factor exp(−E/T) and would drop steeply as T falls. A positive ψ requires s < √(M/2π).

**4. The two balances**

The number of electrons in the volume is nV, and they leave through the area A. With L = V/A,

dn/dt = −Γ/L = −ν n,  ν = (s/L) √(T/M) = ν0 √(T/T0).   (7)

The thermal energy density is 3nT/2. Each lost electron removes (2 + ψ)T, so

d(3nT/2)/dt = −(2 + ψ) T ν n.

Expand the left side by the product rule and insert (7):

(3/2) n dT/dt + (3/2) T (−νn) = −(2 + ψ) T ν n.

Moving the second term to the right gives

(3/2) n dT/dt = −(2 + ψ − 3/2) T ν n = −(ψ + ½) T ν n.

Division by 3n/2 yields

dT/dt = −(2/3)(ψ + ½) ν T.   (8)

The combination ψ + ½ is the excess of the removed energy over the mean energy 3T/2, in units of T. Particle loss alone would not cool the gas; cooling comes from this excess. Since ν is proportional to √T, the right side of (8) is proportional to T^(3/2).

**5. Integration**

Insert ν = ν0 √(T/T0) in (8):

dT/dt = −(2/3)(ψ + ½) ν0 T0^(−1/2) T^(3/2).

The power 3/2 suggests following T^(−1/2), whose derivative is

d(T^(−1/2))/dt = −½ T^(−3/2) dT/dt
        = (1/3)(ψ + ½) ν0 T0^(−1/2)
        = b T0^(−1/2).   (9)

The right side is constant. Integration from 0 to t gives

T^(−1/2) = T0^(−1/2) (1 + bt),

and squaring the reciprocal gives (1). The loss frequency then becomes ν = ν0/(1 + bt), so (7) reads

d(ln n)/dt = −ν0/(1 + bt),
ln(n/n0) = −(ν0/b) ln(1 + bt).

This is (2), with p = ν0/b = 3/(ψ + ½). Eliminating time gives n/n0 = (T/T0)^(p/2).

Two consequences are useful in an implementation. First, a calculation may be restarted at any time t1 with T1 = T(t1) and b1 = b/(1 + bt1), because

(1 + bt1)[1 + b1(t − t1)] = 1 + bt1 + b(t − t1) = 1 + bt.

Second, b is proportional to √T0, so the slope b/√T0 in (9) does not depend on the starting temperature. For bt much larger than 1,

T ≈ T0/(bt)² = 9 M L² / [s² (ψ + ½)² t²],

and the initial temperature has dropped out. The formula must be stopped before T approaches the gas temperature, since the model contains no floor.

**6. Worked example**

The parameters are round model values: T0 = 3 eV, n0 = 10⁻¹² Å⁻³, L = 5×10⁸ Å, M = 50000 electron masses and s = 0.05. The barrier parameter is

ψ = ½ ln(50000/2π) − ln 0.05 = 4.491 + 2.996 = 7.487.

The initial barrier is 7.487 × 3 = 22.46 eV. A lost electron removes 9.487 × 3 = 28.46 eV, whereas the mean electron energy is 4.50 eV. With ν0 = 3.2485×10⁻³ µs⁻¹ and ψ + ½ = 7.9867,

b = (7.9867/3) × 3.2485×10⁻³ = 8.648×10⁻³ µs⁻¹.

In atomic units b is 2.092×10⁻¹³. The cooling time 1/b is 115.6 µs. The temperature halves when (1 + bt)² = 2, hence at t = (√2 − 1)/b = 47.9 µs. The density exponent is p = 3/7.987 = 0.376.

At t = 100 µs, 1 + bt = 1.865. Thus

T = 3/1.865² = 0.863 eV
n = 10⁻¹²/1.865^0.376 = 7.91×10⁻¹³ Å⁻³.

At 200 µs the temperature is 0.403 eV and the density 6.86×10⁻¹³ Å⁻³. The electrons have lost about 87 percent of their temperature but only 31 percent of their number. This contrast follows from the large energy removed per lost electron, which makes p small.

The law was tested against a numerical integration of the particle and energy balances. There the wall fluxes came from velocity-space quadrature, and the barrier was found at each instant from equal electron and ion losses. At bt = 0.5, 1 and 2 the temperature and density agreed with (1) and (2) within a relative tolerance of 10⁻⁶. This tests the solution of the model, not its assumptions. Several of them are strained by these parameters. The fast tail is partly depleted at the start, and Coulomb collisions with cold ions take a growing share of the energy (section 8). A constant s = 0.05 places a condition on the ion friction (section 9), and the density cannot be truly uniform (section 10). If the friction comes from a neutral gas, electrons at 3 eV can also excite and ionize its atoms, which can cool them much faster than the walls do. The example therefore illustrates the wall-loss law; it does not predict the early afterglow of a real gas discharge.

**7. The limit of free effusion**

Set ψ = 0 and drop the charge balance (6). Equation (4) then gives the loss frequency directly:

ν0 = √(T0/2π)/L.

The derivation from (7) to (9) still applies, because ν is again proportional to √T. With ψ + ½ = ½,

b = ν0/6,  p = 6.

Each electron now removes 2T, only T/2 above the mean, so much of the gas must be lost to cool the rest. At bt = 1 the numerical balance gives T/T0 = 0.2500 and n/n0 = 0.0156, the latter being 2⁻⁶.

This is a mathematical limit, since free electron loss would charge a plasma. The Debye length λ_D = √(T/4πn) shows the difference. From (1) and (2) it varies as (1 + bt)^(p/2 − 1). It grows when p = 6, but shrinks when p < 2, which means ψ > 1. In the worked example it starts at 1.29×10⁵ Å, far below L, and then decreases. It therefore stays far below L, as a thin space-charge sheath requires.

**8. Does the distribution stay Maxwellian?**

Consider first free effusion with directions randomised but no energy exchange. An isotropic group of speed v has wall flux v/4 per unit density, so each group decays separately as exp(−vt/4L). Fast electrons vanish first and are not replaced. At the time when the Maxwellian law gives T/T0 = 0.25, the effective temperature, two thirds of the mean energy, is 0.182 T0. The remaining density is 0.0215 n0, larger than the Maxwellian 0.0156 n0, because the slow electrons that remain reach the wall less often.

At late times the speed distribution tends to v² exp(−av), with a = t/4L. Its mean square speed is

⟨v²⟩ = (4!/a⁵)/(2!/a³) = 12/a²,

so the effective temperature is ⟨v²⟩/3 = 64L²/t². The Maxwellian law has T0/(bt)² = 72πL²/t². An inverse-square tail therefore survives, but with a coefficient smaller by the factor 64/(72π) = 0.28, and (1) does not hold throughout.

For the floating plasma, an estimate of the energy exchange is needed. A fast electron of speed v passes a slow one at distance r. The transverse impulse on a straight path is

∫ r dt/(r² + v²t²)^(3/2) = 2/(rv),

with the integral taken over all t. The energy transferred is half its square, 2/(r²v²). Encounters at distances between r and r + dr occur at the rate n v 2πr dr, so the power lost is

∫ n v 2πr [2/(r²v²)] dr = (4πn/v) ln Λ.

The distances are cut off at 1/v², where deflection is strong, and at λ_D, so Λ = λ_D v². Division by v²/2 gives the relative energy-loss rate

ν_e = 8πn ln Λ / v³.   (10)

At the initial barrier speed, ln Λ = 12.9 and ν_e = 0.94 µs⁻¹, about 108 times b. Energy is thus shared much faster than the gas cools. That comparison alone does not secure the tail, which must also be refilled as fast as it escapes.

Assume that elastic collisions with the gas keep the directions random, and neglect the energy they take. For gas atoms of mass M and an electron mean free path equal to L, that loss is about 7 percent of the wall cooling; it grows in inverse proportion to the free path. A gas dense enough to hold s at 0.05 can make the free path much shorter than L, and the elastic loss is then no longer small. With a fixed ion free path, s = 0.05 requires that path to be about L/450; if the electron free path is 10 to 50 times longer, the elastic loss is about 3 to 0.6 times the wall cooling. Coulomb collisions alone could not do this in the example, where a fast electron crosses L at a rate v/L of about 60 µs⁻¹. An isotropic group of speed v > vc then escapes at the rate (v/4L)(1 − vc²/v²). For an energy T above the barrier, v² = 2(ψ + 1)T, and the rate becomes

ν_esc = √(T/[8(ψ + 1)])/L.   (11)

Since √(T0/M)/L = ν0/s = 0.0650 µs⁻¹, multiplication by √50000 gives √T0/L = 14.5 µs⁻¹. Hence ν_esc = 14.5/√67.9 = 1.8 µs⁻¹, roughly twice ν_e. However, ν_e refers to the loss of the whole energy v²/2, whereas the escaping tail is only about T wide. An energy of order T is exchanged about ψ times faster, at roughly 7 µs⁻¹, which is four times ν_esc. In the example the Maxwellian tail is therefore an idealization at the start: it is partly depleted, but not empty. The ion flux would still set the particle loss, and a lower barrier would make up for the missing fast electrons. As a measure of sensitivity, lowering ψ by 1 at fixed ν0 reduces b by 1/7.99, or 13 percent. A depleted tail also carries less energy above the barrier, which reduces b further. A steady isotropic Fokker–Planck estimate of the tail, built on the same exchange and escape rates, gives ψ near 6.8 and a removed energy near (ψ + 1.4)T at the start. The cooling rate is then about 17 percent below the Maxwellian value, about 4 percent below at 100 µs, and about 30 percent below at the start for a quarter of the density.

The assumption improves as the plasma cools. Apart from the logarithm, ν_e/ν_esc varies as n/T², hence as (1 + bt)^(4 − p). With the change of ln Λ included, the ratio rises from about 0.5 to about 4 at 100 µs and 16 at 200 µs, if the ideal decay is used for the estimate. A tenfold higher initial density would bring the initial ratio to nearly 5.

Energy given to the ions, which the model leaves out, sets a limit in the other direction. The same impulse acts on an ion of mass M, so the energy transferred is smaller by the factor 1/M. With the Maxwellian mean of 1/v equal to √(2/(πT)), Coulomb collisions with cold ions lower T at the relative rate

(8√(2π)/3) n ln Λ / (M T^(3/2)),

where Λ is now 3Tλ_D. In the example this is 1.5 percent of the wall cooling rate 2b at the start. The ratio of the two rates grows as n/T², apart from the logarithm, and reaches about 40 percent at 200 µs along the ideal decay, or nearly 60 percent once the extra cooling itself is included. Adding this loss to (8), with ions at 300 K, gives 0.819 eV at 100 µs and 0.325 eV at 200 µs, in place of 0.863 and 0.403 eV. At tenfold density the temperature at 100 µs would be only 0.42 eV. The inverse-square law therefore needs a density high enough to refill the tail, yet low enough to keep the energy loss to the ions small. In the example no density meets both conditions well over the whole 200 µs. A quarter of the given density would reduce the ion loss at 200 µs to about 11 percent of the wall cooling, but the tail would then be refilled at the start only about as fast as it escapes.

**9. Do the ions follow the temperature?**

Constant s requires an ion exit speed that follows √T. A measure of the demand is b, the initial relative rate at which √T falls, times the time needed to cross L at the ion sound speed √(T0/M):

b L/√(T0/M) = s(ψ + ½)/3.   (12)

For the example this is 0.05 × 7.987/3 = 0.133. It keeps this value during the decay, since the restarted b1 and √T both fall as 1/(1 + bt). A small value is favourable, though it does not prove that s is constant.

For comparison, let ions start at rest and fall freely through a potential energy T/2. They reach √(T/M), while the electron density there is n exp(−½), so s = 0.607. The ratio (12) is then 1.11: the plasma cools in about the time the ions need to respond, and a constant s is doubtful.

The kind of friction also matters. If the driving force on an ion is proportional to T and friction is proportional to the square of its drift speed u, as for a fixed mean free path at drift speeds well above the gas thermal speed, then u is proportional to √T and s can stay constant. If friction is linear in u, then u is proportional to T and so is ν. Neglecting the slow logarithmic change of ψ, (8) becomes dT/dt proportional to −T², and T falls as the inverse first power of 1 + Bt, with B another constant.

The example is nearer to this linear case if the gas is at 300 K. For gas atoms of mass M, the drift speed s√(T/M) is 0.54 times the gas thermal speed √(Tg/M) at the start and 0.20 times at 200 µs, where Tg is the gas temperature. Linear friction with the same initial s would give 1.07 eV at 100 µs and 0.64 eV at 200 µs, with the change of ψ included. The constant s of the example is thus a model choice, not a prediction for such a gas.

The opposite extreme to prompt response is an ion exit speed frozen at its initial value. Then ν = ν0, and equal fluxes require

√(T/2π) exp(−ψ) = s √(T0/M).

With ψ0 the initial barrier parameter, this gives ψ = ψ0 + ½ ln(T/T0). Set y = ln(T/T0) in (8):

dy/dt = −(2/3)(ψ0 + ½ + y/2) ν0
   = −(ν0/3)(2ψ0 + 1 + y).

The sum 2ψ0 + 1 + y decays exponentially from its initial value 2ψ0 + 1, so

ln(T/T0) = −(2ψ0 + 1)[1 − exp(−ν0t/3)],   (13)

as long as ψ remains positive. At bt = 1 this gives T/T0 = 0.153 instead of 0.25, in agreement with the numerical balance. Cooling is faster because the loss frequency no longer falls with temperature.

**10. Use of the formula**

In other consistent units, replace M/2π in ψ by the ion-to-electron mass ratio divided by 2π, and evaluate √(T/M) as a speed with T as an energy. Then calculate ψ, ν0 and b in that order.

Measured temperatures can be examined by plotting T^(−1/2) against time. The model predicts a straight line of slope b/√T0. Curvature indicates that an assumption has failed, but a straight line alone does not confirm the model. If L and M are known, the slope gives s(ψ + ½), and together with (3) this fixes both s and ψ, provided ψ exceeds ½. The density decay then supplies a separate test through p.

The uniform bulk is an idealization when s is small. A space-charge sheath needs ions that enter it at about √(T/M) or faster, so for s = 0.05 the density must fall to about 0.05n at the sheath edge. With Boltzmann electrons, and counting from the point where the density equals its mean n, about 3T of the drop of 7.5T then lies in the quasineutral plasma and not in the thin layer. Counted from the centre, both drops are larger, for instance 3.4T and 7.9T for a cosine profile. If such a nonuniform density keeps a fixed shape, the potential drops inside the volume also scale with T. The removed energy is then another constant times T, and with ν still proportional to √T the inverse-square form survives. The constants b and p must be recalculated for that profile. The numerical output lists the main values of the worked example.

Numbers as computed

```
Initial temperature T0 = 3.000 eV
Initial density n0 = 1.000e-12 angstrom^-3
Volume / wall area L = 5.000e+08 angstrom
Ion mass M = 50000 electron masses
Ion-loss coefficient s = 0.050 (dimensionless)
Barrier / temperature psi = 7.4867 (dimensionless)
Initial barrier energy = 22.460 eV
Initial energy removed per electron = 28.460 eV
Initial mean electron energy = 4.500 eV
Initial loss frequency nu0 = 3.24853e-03 1/us
Cooling constant b = 8.64832e-03 1/us
Cooling constant b = 2.09193e-13 atomic units
Cooling time 1/b = 115.63 us
Temperature halving time = 47.90 us
Density exponent p = 0.3756 (dimensionless)
t = 0 us: T = 3.0000 eV, n = 1.0000e-12 angstrom^-3, barrier = 22.460 eV
t = 50 us: T = 1.4621 eV, n = 8.7373e-13 angstrom^-3, barrier = 10.946 eV
t = 100 us: T = 0.8627 eV, n = 7.9130e-13 angstrom^-3, barrier = 6.458 eV
t = 200 us: T = 0.4026 eV, n = 6.8578e-13 angstrom^-3, barrier = 3.014 eV
Numerical balance at bt = 0.5: T/T0 = 0.444444, n/n0 = 0.858728
Numerical balance at bt = 1.0: T/T0 = 0.250000, n/n0 = 0.770771
Numerical balance at bt = 2.0: T/T0 = 0.111111, n/n0 = 0.661883
Free effusion at its bt = 1: T/T0 = 0.250000, n/n0 = 0.015625
No energy exchange, same time: T_eff/T0 = 0.1823, n/n0 = 0.0215
Frozen ion speed at bt = 1: T/T0 = 0.1526
Initial Debye length = 1.2876e+05 angstrom
Coulomb logarithm = 12.90 (dimensionless)
Energy-exchange rate at barrier speed = 0.937 1/us
Energy-exchange rate / b = 108.3 (dimensionless)
Ion-response ratio b L/c0 = 0.1331 (dimensionless)
Ion-response ratio at s = 0.6065: 1.1101 (dimensionless)
```
